Why the sputter yield falls at high ion energy

**Comment on the argument for raising the ion energy**

The manuscript proposes to speed up the erosion of a surface by raising the ion energy. Its argument runs: "A faster ion brings more energy into the target. More energy sets more atoms in motion, so more atoms leave. If the yield should ever drop, this can only be because the energy is deposited too deep."

The first two sentences concern the whole track of the ion, whereas sputtered atoms come from near the surface. The third makes depth a cause without comparing cases in which depth and surface deposition change separately. Both points can be settled by calculating how much energy goes into atomic motion near the surface, and how many atoms this energy releases.

I assume a monatomic, amorphous target, normal incidence, low fluence and classical binary collisions. Gaussian units are used. No ħ appears, because the orbits are classical.

**1. Energy transferred in one collision**

An ion of mass M₁ and energy E meets a resting atom of mass M₂. Let μ = M₁M₂/(M₁+M₂), let v be the ion speed, and let θ be the deflection in the centre-of-mass frame. The relative momentum μv keeps its magnitude and turns by θ, so the atom receives the momentum 2μv sin(θ/2). With v² = 2E/M₁ its energy is

T = [2μv sin(θ/2)]²/(2M₂) = γE sin²(θ/2), γ = 4M₁M₂/(M₁+M₂)².

The nuclear stopping cross-section is the transfer summed over impact parameters b:

S_n = ∫ 2πb T db.

In a target of atomic density N, the ion gives the energy N S_n to atoms per unit path.

For the repulsion I take a screened Coulomb potential that can be solved in closed form. With C = Z₁Z₂e²,

V(r) = C(1/r − 1/a) for r < a, and V = 0 for r ≥ a.

The constant −C/a exerts no force. Inside r = a the motion is therefore Coulomb motion, and the vector

A = p×L + μC r̂

is conserved. To check this, use dp/dt = C r̂/r² and L = μ r×v, where r and v are now the relative position and velocity. Then d(p×L)/dt = (μC/r²)[r(dr/dt) − r v], where the first r in the bracket is the vector and the others are its length. This equals −μC dr̂/dt, which cancels the change of the second term.

Let the incoming momentum p point along x, and define

β = b/a, E_c = E M₂/(M₁+M₂), ε = aE_c/C.

At entry the position is a(−√(1−β²), β), so L_z = −aβp and p×L = (0, aβp²). Since p² = 2μE_c, we have ap²/(μC) = 2ε, and therefore

A/(μC) = (−√(1−β²), β(1+2ε)).

At closest approach p is perpendicular to r, so A lies along r̂ there, and the orbit is symmetric about A. The collision reverses the momentum component along A and keeps the other one. The momentum change 2p sin(θ/2) is thus twice the component of p along A:

sin²(θ/2) = (1−β²)/[(1−β²) + β²(1+2ε)²] = (1−β²)/(1+κβ²), κ = 4ε(1+ε).

For ε → 0 this becomes 1−β², the result for a hard sphere of radius a.

**2. The stopping cross-section has a maximum**

Put t = β², so that 2πb db = πa² dt:

S_n = πa²γE ∫₀¹ (1−t)/(1+κt) dt.

The integrand equals −1/κ + (1+1/κ)/(1+κt). Integrating term by term gives

S_n = πa²γ(E/ε) s(ε),

s(ε) = ε[(1+κ)ln(1+κ) − κ]/κ².

The ratio E/ε does not depend on energy, so s carries the whole energy dependence.

At low energy, (1+κ)ln(1+κ) = κ + κ²/2 + …, hence s → ε/2. The ion behaves like a hard sphere, and the transfer grows in proportion to its energy.

At high energy κ ≈ 4ε², and the bracket divided by κ² tends to (ln κ − 1)/κ. Hence

s → [ln(2ε) − 1/2]/(2ε).

A fast ion passes each atom so quickly that it delivers little momentum. The logarithm grows too slowly to offset the factor 1/ε.

Since s is positive and vanishes at both ends, it must have a maximum. A numerical scan from ε = 0.001 to 10⁴ finds a single one, at ε = 1.756 with s = 0.1968.

One may suspect the sharp cutoff. For the smooth Yukawa repulsion V = (C/r)exp(−r/a), direct integration of the orbits gives a maximum s = 0.2855 at ε = 0.669, against 0.0670 at ε = 0.01 and 0.0604 at ε = 30. The position and height depend on the screening, but the rise and fall remain.

**3. How many atoms the deposited energy releases**

Slow recoils are treated as equal hard spheres with a constant cross-section σ and mean free path λ = 1/(Nσ). Scattering is isotropic in the centre-of-mass frame, so cos θ is uniformly distributed. An atom of energy E′ therefore leaves two atoms after a collision, each with an energy uniformly distributed between 0 and E′.

Let ψ(E₀)dE₀ be the number of atoms set moving with energy E₀ in a cascade started by one recoil of energy T. Then

ψ(E₀) = δ(E₀−T) + ∫ (2/E′) ψ(E′) dE′, with E′ from E₀ to T.

The solution is ψ = δ(E₀−T) + 2T/E₀². Inserting it, the integral gives 2/T from the delta function and 2T(1/E₀² − 1/T²) from the rest, which add up to 2T/E₀².

To leave, an atom must overcome a planar barrier U with its motion along the outward normal: E₀cos²ϑ > U. Suppose one recoil starts per unit depth, with isotropic direction. A flight of length l then crosses a given plane l cosϑ times on average. The mean of l is λ, and the average over directions, with m = cosϑ, is

½ ∫ m dm from √(U/E₀) to 1 = ¼(1 − U/E₀).

The number of escapes is therefore

(λ/4) ∫ ψ(E₀)(1 − U/E₀) dE₀, with E₀ from U to T

= (λ/4)[1 − U/T + 2T/U − 2 − T/U + U/T]

= (T−U)/(4NσU).

For T = 100U this is 24.75 in units of λ. A simulated cascade with full velocity vectors gives 24.85 for isotropic starts and 24.42 for starts parallel to the surface. For starts straight inward it gives only 11.73: the cascade still remembers its initial momentum.

By number, most recoils of a fast ion start nearly parallel to the surface. A recoil leaves at an angle φ to the ion path with cosφ = sin(θ/2) = √(T/γE), so weak transfers push atoms sideways. Hard collisions drive them inward, and there the isotropic formula overestimates the yield. Such recoils are few but carry much energy: in the model of section 5 at 1000 keV, the 0.3 % of recoils within 60° of the ion direction carry 23 % of S_n. In this count the shortfall for an inward start shrinks as T grows, from a ratio of 0.47 at T = 100U to 0.94 at T = 10⁴U.

Let F_D be the energy deposited in atomic motion per unit depth at the surface. If recoils with T ≫ U carry most of it, summing over them gives Y = F_D/(4NσU). Energy is also carried away from the surface region, so I write F_D = αN S_n. The density cancels:

Y(E) = αS_n(E)/(4σU).

Here α is taken as constant, which is a model assumption. The counting plane also lay inside an infinite medium, so the absolute yield is an estimate: at a surface that removes escaping atoms, the count for T = 100U drops to about 20 for isotropic starts and about 4 for inward starts. The high-energy fall needs less: if α merely stays below some fixed value, this Y must tend to zero with S_n.

**4. Is depth the cause?**

Follow the ion along a straight path x, with electronic stopping S_e included and all losses treated as continuous:

dE/dx = −N(S_n+S_e), D(x) = N S_n(E(x)).

D is the energy given to atoms per unit path. Its slope at the surface is

D′(0) = −N²(S_n+S_e) dS_n/dE.

With continuous slowing down on a straight track, deposition increases inward precisely when dS_n/dE < 0, which is also when the yield falls with energy. The buried maximum and the falling yield are here two consequences of the same decrease in S_n. Single collisions that remove a large part of E shift this threshold: for the model target of section 5, the average deposition on a straight track increases inward only above about 130 keV, while S_n peaks at 112 keV. In a real target, deflection also lengthens the path per unit depth, so the maximum can lie below the surface even while the yield still rises.

A second case separates depth from stopping. Let V = K/r². Measuring lengths in units of √(K/E_c) removes the energy from the orbit equation, so sin²(θ/2) depends only on u = b√(E_c/K). Then

S_n = 2πγE(K/E_c) ∫ sin²(θ/2) u du,

and since E/E_c is constant, S_n does not depend on energy. Numerical orbits at ε = 0.1, 1 and 10 confirm this. With nuclear stopping alone the path length is E/(N S_n), so it grows in proportion to E. The distributions of T/E and of the deflection angles do not depend on energy either, so the whole track keeps its statistical shape and is merely stretched in proportion to E. Ions scattered back through the surface region therefore add the same fraction to the deposition there at every energy. If energy transport by the recoils does not change α either, the yield stays the same although the energy lies deeper. In this case greater depth alone does not lower it.

**5. Numbers for a model target**

Take Z₁ = 20, Z₂ = 50, masses 40 and 120 u, a = 0.03 nm, U = 3 eV, σ = 0.1 nm², α = 0.25 and N = 30 nm⁻³. These are round model parameters and represent no particular material. Electronic stopping is proportional to ion speed and equals 1 eV nm² at 1 keV.

With e² = 1.44 eV nm, the ion energy at ε = 1 is

E/ε = (1000 × 1.44 eV nm/0.03 nm) × (160/120) = 64.0 keV.

The maximum lies at 1.756 × 64.0 keV ≈ 112 keV. There, with γ = 0.75,

S_n = π × (0.03 nm)² × 0.75 × 64 000 eV × 0.1968 ≈ 26.7 eV nm²,

Y = 0.25 × 26.7/(4 × 0.1 × 3) ≈ 5.6 atoms per ion.

At 1000 keV, S_n is 12.15 eV nm² and the yield is 2.5. An ion of about 15 keV gives the same yield.

The numerical output shows why total energy and depth are poor guides:

- From 10 to 100 keV the mean deposition depth grows from 20 to 54 nm, while the yield rises from 1.8 to 5.5. The size of this rise belongs to the sharp cutoff; with the universal (ZBL) screening for the same charges and masses, S_n grows only from about 13 to 16 eV nm² over this range.
- From 100 to 1000 keV the total energy given to atoms grows from 75 to 478 keV, while the yield falls from 5.5 to 2.5.

At 1000 keV the ion gives atoms 30 × 12.15 ≈ 365 eV per nm at the surface. It gives 30 × 26.7 ≈ 801 eV per nm after a path of 726 nm, where it has slowed to about 112 keV. All depths in this section are path lengths along a straight track with continuous slowing down. In this model the free path of the ion is 1/(Nπa²) ≈ 12 nm and one collision can remove 75 % of its energy, so individual ions straggle. Averaged over discrete collisions, the deposition at 1000 keV peaks at about 620 eV per nm near 640 nm, the total is about 470 keV, and the mean depths at 10 and 100 keV are about 21 and 59 nm. Deflection brings the collisions of the ion closer to the surface.

**6. What the manuscript should change**

The claim that more energy gives more sputtering should be restricted to energies below the maximum of the yield, which for constant α is the maximum of S_n. The explanation by depth should be replaced by the fall of energy deposition near the surface.

The conditions also need stating. Near the sputtering threshold few recoils satisfy T ≫ U. In dense thermal spikes moving atoms collide with one another, which the linear cascade leaves out. Where electronic excitation itself ejects atoms, S_n no longer determines the yield.

High fluence adds a further limit. Let f be the fraction of ions that stay in the target. After a fluence Φ, the surface has receded by about (Y − f)Φ/N if Y, f and the total atomic density N have stayed constant. Once implanted atoms or surface roughness alter U, σ, N or the angle of incidence, the yield depends on the dose history as well as on E.

Calculated quantities

```
TESTS
largest error of sin^2(theta/2): 8.1e-07
largest relative error of s: 3.0e-07
s / low-energy limit at eps=0.001: 0.9987
s / high-energy limit at eps=1000: 0.9991
cutoff repulsion: peak eps = 1.756, s = 0.1968
Yukawa repulsion: peak eps = 0.669, s = 0.2855
Yukawa s at eps=0.01: 0.0670; at eps=30: 0.0604
1/r^2 repulsion, s at eps=0.1, 1, 10: 0.7952 0.7952 0.7952
cascade start energy / U: 100
escapes per recoil, formula: 24.75
  Monte Carlo, isotropic start: 24.85
  Monte Carlo, sideways start: 24.42
  Monte Carlo, inward start: 11.73
MODEL INPUTS
Z1 = 20, Z2 = 50, M1 = 40 u, M2 = 120 u
a = 0.03 nm, U = 3.0 eV, sigma = 0.1 nm^2
alpha = 0.25, N = 30 nm^-3
electronic stopping at 1 keV = 1.0 eV nm^2
RESULTS
e^2 = 1.4400 eV nm, gamma = 0.7500
ion energy at eps=1: 64.00 keV
energy of maximum yield: 112.4 keV
S_n at maximum: 26.70 eV nm^2
maximum yield: 5.56 atoms/ion
yield at 1000 keV: 2.53 atoms/ion
lower energy with that same yield: 15.42 keV
energy above peak with half maximum yield: 855 keV
E(keV) S_n(eV nm^2) Y(atoms/ion) E_nuc(keV) x_mean(nm) x_max(nm)
    10     8.70     1.81       6.4      19.7       0.0
    30    18.55     3.87      21.7      28.4       0.0
   100    26.63     5.55      74.5      54.2       0.0
   300    22.21     4.63     202.6     139.1     160.5
  1000    12.15     2.53     477.6     478.2     726.2
  3000     5.74     1.20     795.4    1347.8    2012.0
```
